# Continuation Steps and Landau Damping for Fast Waves in Electronegative Plasmas

## Definitions and the two settings

A solver for kinetic ion waves needs a rule for moving from one root to the next, and a choice of electron response. This guide derives both, for roots followed as negative ions replace electrons.

The plasma is uniform, unmagnetized and collisionless. It holds electrons (\(e\)), singly charged positive ions (\(+\)) and singly charged negative ions (\(-\)), all Maxwellian and without drift. The negative-ion fraction is \(\alpha=n_-/n_+\), and neutrality gives \(n_e=(1-\alpha)n_+\). While \(\alpha\) changes, \(n_+\), the temperatures and the real wavenumber \(k>0\) are held fixed.

Perturbations vary as \(e^{ikx-i\omega t}\), with \(\omega=\omega_r+i\omega_i\); damping means \(\omega_i<0\). Temperatures \(T_s\) are energies. For species \(s\),

\[
v_s=\sqrt{\frac{2T_s}{m_s}},\quad \omega_{ps}^2=\frac{n_se^2}{\epsilon_0m_s},\quad k_s^2=\frac{n_se^2}{\epsilon_0T_s}=\frac{2\omega_{ps}^2}{v_s^2},\quad \zeta_s=\frac{\omega}{kv_s}.
\]

The electron Debye length is \(\lambda_{De}=1/k_e\), which grows as electrons are removed. The solver's unknown is \(u=\omega/(kv_+)=\zeta_+\). Damping strength is measured by \(g=-\omega_i/\omega_r\).

The fast mode's damping does not weaken with rising phase speed in every plasma. It does so when Landau damping by positive ions dominates and the negative ions are too slow to resonate. Two cases below break these conditions.

## The dispersion relation

Let \(\phi\) be the potential amplitude, so that the field is \(-ik\phi\). The linearized Vlasov equation for charge \(q_s\) is

\[
\frac{\partial f_{s1}}{\partial t}+ikvf_{s1}=\frac{ikq_s}{m_s}\phi f_{s0}'(v).
\]

Its solution is the free streaming of the initial perturbation plus

\[
\frac{ikq_s}{m_s}f_{s0}'(v)\int_0^t e^{-ikv\tau}\phi(t-\tau)\,d\tau .
\]

To get the density, integrate over \(v\). Integration by parts and the Fourier transform of a Maxwellian give

\[
\int f_{s0}'e^{-ikv\tau}dv=ik\tau\int f_{s0}e^{-ikv\tau}dv=ik\tau\,n_s e^{-k^2v_s^2\tau^2/4}.
\]

The two factors \(ik\) make \(-k^2\). Poisson's equation, \(k^2\phi=\sum_s q_sn_{s1}/\epsilon_0\), then becomes

\[
\phi(t)=S(t)-\int_0^t\sum_s\omega_{ps}^2\,\tau e^{-k^2v_s^2\tau^2/4}\,\phi(t-\tau)\,d\tau,
\]

where \(S\) comes from the initial perturbations. A Laplace transform turns the convolution into a product, so \(\hat\phi=\hat S/D\) with

\[
D(\omega)=1+\sum_s\omega_{ps}^2\int_0^\infty\tau e^{i\omega\tau-k^2v_s^2\tau^2/4}d\tau .
\]

A zero of \(D\) is a pole of \(\hat\phi\) and contributes \(e^{-i\omega t}\) to the potential. The Gaussian makes the integral converge for every complex \(\omega\), so this form already includes Landau's continuation to damped waves. Put \(x=kv_s\tau\) and use \(\omega_{ps}^2/(k^2v_s^2)=k_s^2/(2k^2)\):

\[
D=1+\sum_s\frac{k_s^2}{k^2}W(\zeta_s),\qquad W(\zeta)=\frac12\int_0^\infty xe^{i\zeta x-x^2/4}dx .
\]

Define \(Z(\zeta)=i\int_0^\infty e^{i\zeta x-x^2/4}dx\). Since \(xe^{-x^2/4}=-2\,d(e^{-x^2/4})/dx\), integration by parts gives \(W=1+\zeta Z\). Differentiating under the integral gives \(Z'=-2W\), and hence

\[
W'=Z+\zeta Z'=Z-2\zeta W .
\]

Numerically, \(Z=i\sqrt\pi\,w(\zeta)\), where \(w\) is the Faddeeva function.

## The continuation step

Write \(K_e\) and \(K_i\) for \(k_e^2/k^2\) at \(\alpha=0\) and \(k_+^2/k^2\). Take equal ion temperatures, and let \(r_e=v_+/v_e\), \(r_-=v_+/v_-\). Then

\[
D(u,\alpha)=1+(1-\alpha)K_eW(r_eu)+K_i[W(u)+\alpha W(r_-u)].
\]

Its derivatives are

\[
D_\alpha=K_iW(r_-u)-K_eW(r_eu),
\]
\[
D_u=(1-\alpha)K_er_eW'(r_eu)+K_i[W'(u)+\alpha r_-W'(r_-u)].
\]

Along a root \(D(u(\alpha),\alpha)=0\), so \(D_uu'+D_\alpha=0\) and \(u'=-D_\alpha/D_u\), the prime now meaning \(d/d\alpha\). A step \(h\) has two parts:

1. Predict \(u(\alpha+h)\approx u+hu'\).
2. Correct by repeating \(u\leftarrow u-D/D_u\) at the new \(\alpha\).

By Taylor's theorem the prediction error is \(\tfrac12h^2u''\) to leading order. If the relative gap between predicted and converged roots is \(\delta\), a step near \(h\sqrt{\delta_{\max}/\delta}\) should meet a limit \(\delta_{\max}\).

For the corrector, let \(e\) be the distance of an iterate from a simple root. Then \(D\approx D_ue+\tfrac12D_{uu}e^2\) and \(D_u(u)\approx D_u+D_{uu}e\), with derivatives on the right taken at the root. The new error is

\[
e-\frac{D_ue+\frac12D_{uu}e^2}{D_u+D_{uu}e}\approx\frac{D_{uu}}{2D_u}e^2 .
\]

The convergence is quadratic, provided \(D_u\ne0\). If \(D_u=0\) while \(D_\alpha\) and \(D_{uu}\) do not vanish, the local equation is \(D_\alpha\,\delta\alpha+\tfrac12D_{uu}\,\delta u^2=0\). Two roots then meet and separate as \(\pm\sqrt{\delta\alpha}\). A step length that collapses is a reason to look for such a point, since a label such as "fast" may change branch there.

The tangent also shows whether damping is weakening. With \(u=u_r+iu_i\) and \(g=-u_i/u_r\),

\[
\frac{dg}{d\alpha}=-\frac{u_i'u_r-u_iu_r'}{u_r^2}=-\frac{\operatorname{Im}(u^*u')}{u_r^2}.
\]

So \(g\) falls where \(\operatorname{Im}(u^*u')>0\), without any assumption of weak damping.

## Starting value and phase speed

For ions much slower than the wave, expand the Gaussian in \(W\) and integrate term by term with \(\int_0^\infty x^ne^{i\zeta x}dx=n!/(-i\zeta)^{n+1}\), taken first for \(\operatorname{Im}\zeta>0\):

\[
W(\zeta)\approx-\frac1{2\zeta^2}-\frac3{4\zeta^4}.
\]

This asymptotic series omits the exponentially small resonant part. For electrons much faster than the wave, \(W\approx1\). Let \(\mu=m_+/m_-\), so that \(r_-^2=1/\mu\), and define \(R=K_i/[1+(1-\alpha)K_e]\). The real dispersion relation is

\[
1=R\left[\frac{1+\alpha\mu}{2u^2}+\frac{3(1+\alpha\mu^2)}{4u^4}\right].
\]

Multiply by \(u^2\), and in the small second term use the cold result \(u^2\approx R(1+\alpha\mu)/2\):

\[
u^2\approx\frac{R(1+\alpha\mu)}2+\frac32\,\frac{1+\alpha\mu^2}{1+\alpha\mu}.
\]

At \(\alpha=0\) this supplies the starting value, to which a small negative imaginary part is added. The cold part, in dimensional form, is

\[
\frac{\omega_r^2}{k^2}\approx\frac{\omega_{p+}^2+\omega_{p-}^2}{k^2+k_e^2}.
\]

As \(\alpha\) rises, the numerator grows because ions are added, and the denominator falls because electrons no longer screen the ion charge. Both changes raise the phase speed. As \(\alpha\to1\) the rise saturates: \(k_e\to0\), and the wave becomes an ion plasma oscillation with \(\omega_r^2\approx\omega_{p+}^2+\omega_{p-}^2\).

## Which species damps the wave

For weak damping, expand about real \(u_r\): \(D\approx\operatorname{Re}D+i\operatorname{Im}D+iu_i\,\partial_u\operatorname{Re}D\). The imaginary part vanishes when \(u_i=-\operatorname{Im}D/\partial_u\operatorname{Re}D\). For real \(\zeta\), \(\operatorname{Im}Z=\int_0^\infty\cos(\zeta x)e^{-x^2/4}dx=\sqrt\pi e^{-\zeta^2}\), so

\[
g\approx\frac{\sqrt\pi}{u_r\,\partial_u\operatorname{Re}D}\sum_s\frac{k_s^2}{k^2}\zeta_se^{-\zeta_s^2}.
\]

Each term is one species' share. It is proportional to the slope of that species' velocity distribution at the phase speed.

**Ions.** To leading order, cold ions give \(u\,\partial_u\operatorname{Re}D=K_i(1+\alpha\mu)/u^2\). The ion share is therefore

\[
g_i\approx\sqrt\pi\,u^3\,\frac{e^{-u^2}+\alpha\mu^{-1/2}e^{-u^2/\mu}}{1+\alpha\mu}.
\]

For equal ion masses the \(\alpha\) factors cancel and \(g_i=\sqrt\pi u^3e^{-u^2}\). Its logarithmic derivative, \(3/u-2u\), is negative for \(u^2>3/2\). Fewer ions travel with a faster wave, so the damping weakens. For heavy negative ions, \(\mu<1\), the second exponential is smaller still. For light ones, \(\mu>1\), it can dominate.

**Electrons.** Here \(\zeta_e\ll1\), so \(e^{-\zeta_e^2}\approx1\). The cold-ion dispersion relation also gives \(u\,\partial_u\operatorname{Re}D=2(1+k_e^2/k^2)\). With \(X=k^2\lambda_{De}^2=k^2/k_e^2\),

\[
g_e\approx\frac{\sqrt\pi}{2}\frac{\zeta_e}{1+X}.
\]

At fixed \(k\) and \(T_e\), \(X\propto1/(1-\alpha)\), and the squared phase speed is proportional to \((1+\alpha\mu)X/(1+X)\). If the slow factor \(1+\alpha\mu\) is ignored, \(g_e^2\propto X/(1+X)^3\). Setting its logarithmic derivative to zero gives \(1/X=3/(1+X)\), or \(X=1/2\). In this cold-ion model, electron damping rises with phase speed until \(k\lambda_{De}\approx0.71\), then falls.

## Worked example: an Ar/SF₆ afterglow

Take Ar⁺ (39.95 u) and SF₆⁻ (146.06 u), with \(n_+=10^{15}\ \mathrm{m^{-3}}\), \(T_e=0.15\) eV, both ion temperatures 0.03 eV and wavelength 1.5 mm. Then \(k=4188.8\ \mathrm{m^{-1}}\), \(v_+=380.7\) m/s and, at \(\alpha=0\), \(k\lambda_{De}=0.3814\). Hence \(K_e=1/0.3814^2=6.87\), and the temperature ratio of 5 gives \(K_i=34.4\).

The starting estimate is \(R=34.4/7.87=4.37\) and \(u^2=2.18+1.50=3.68\), or 730 m/s. Newton iteration moves it to 780.8 m/s. Continuation then gives the following values.

| \(\alpha\) | \(\omega_r/k\) (m/s) | \(g\) |
|---|---|---|
| 0 | 780.8 | 0.0969 |
| 0.25 | 847.0 | 0.0590 |
| 0.50 | 952.0 | 0.0254 |
| 0.75 | 1156 | 0.00486 |
| 0.90 | 1430 | 0.00204 |
| 0.95 | 1592 | 0.00144 |

On a grid of spacing 0.01 from 0 to 0.95, the phase speed rises and \(g\) falls at every step. The damping rate \(-\omega_i\) drops too, from \(3.17\times10^5\) to \(9.6\times10^3\ \mathrm{s^{-1}}\) across the table. At \(\alpha=0.9\) the speed estimate gives \(u^2=12.69+1.28=13.97\), or 1423 m/s, within 1% of the root.

From \(\alpha=0\) to 0.5, \(u\) rises from 2.051 to 2.501. The formula for \(g_i\), without the negligible SF₆⁻ resonance, predicts a reduction factor of \((2.501/2.051)^3e^{-(6.25-4.21)}/1.137\approx0.21\). The Ar⁺ share from the weak-damping sum, evaluated at the roots' real parts, falls from 0.123 to 0.0242, a factor of 0.20. Both estimates overstate the drop: at \(\alpha=0\) the damping is not weak, and the weak-damping sum lies 30% above the root's \(g\), against 3.5% at \(\alpha=0.5\). The roots themselves give a factor of 0.26. The rising phase speed still accounts for most of the loss of damping.

The same speed can be reached without negative ions. Suppress electron damping by setting the electron \(W\) to 1. At \(\alpha=0.5\) the damping is then \(g=0.0235\). At \(\alpha=0\), raising \(T_e\) to 0.339 eV produces the same phase speed and \(g=0.0252\), only 7% more.

**Choosing the step.** At \(\alpha=0.5\), \(u=2.5008-0.0635i\) and \(u'=1.4413+0.2540i\). The damping diagnostic gives

\[
\frac{dg}{d\alpha}=-\frac{0.2540(2.5008)+0.0635(1.4413)}{2.5008^2}=-0.116 .
\]

A step \(h=0.1\) predicts \(2.6449-0.0380i\); the converged root is \(2.6660-0.0397i\). Successive Newton corrections have sizes \(2.1\times10^{-2}\), \(3.8\times10^{-4}\), \(1.3\times10^{-7}\) and \(1.6\times10^{-14}\), as quadratic convergence requires. The relative gap is 0.8%. With a limit of 2%, the estimated largest step is \(0.1\sqrt{2/0.8}\approx0.16\). Tried directly, steps of 0.15 and 0.16 give gaps of 1.9% and 2.2%, so the leading-order estimate is slightly too long. It applies near \(\alpha=0.5\); the solver should halve any step that exceeds the limit.

**Identifying the root.** \(D\) is analytic, so the winding of its phase around a closed contour counts the zeros inside. In the strip \(0.05<\operatorname{Re}u<8\), from 1.3 times the fast root's negative imaginary part up to \(\operatorname{Im}u=1\), the count is one at \(\alpha=0\), 0.5 and 0.9. The tracked root is the least damped there. Newton searches from a grid of starting values find the next root at \(\alpha=0.9\). It has phase speed 326 m/s and \(g=0.81\). Tracked down to \(\alpha=0.5\), it has 293 m/s and \(g=0.98\). Its amplitude at \(\alpha=0.9\) falls to a fraction \(e^{-2\pi(0.81)}\approx0.006\) of its value in one period, so it hardly propagates.

**Choosing the electron response.** Boltzmann electrons, \(W=1\), give \(g=0.0955\), 0.0235 and \(4.4\times10^{-5}\) at \(\alpha=0\), 0.5 and 0.9. Relative to the full result they miss 1.5%, 7% and 98% of the damping. They serve here at small \(\alpha\), but the kinetic response is needed once ion damping has faded.

The damping added by kinetic electrons, measured as \(g\) of the full root minus \(g\) of the Boltzmann root, is 0.0015, 0.0019, 0.0022, 0.0020 and 0.0014 at \(\alpha=0\), 0.5, 0.8, 0.9 and 0.95. It rises to a single maximum near \(\alpha=0.8\) and then falls, as the cold-ion law suggests qualitatively. The electron term of the weak-damping sum agrees with this difference from about \(\alpha=0.7\) upward, but gives 0.0027 at \(\alpha=0\) and 0.0021 at 0.5, where the root lies too far below the real axis for the expansion. At \(\alpha=0.5\) the cold-ion law gives 0.0028, about 37% above the weak-damping term, because \(u^2\approx6\) is not large enough for cold-ion slopes.

## Two cases in which damping grows

**Hot electrons.** Keep the ions and \(n_+\), but set \(T_e=3\) eV and the wavelength to 10 mm. Between \(\alpha=0\) and 0.875 the phase speed rises from 2650 to 6874 m/s, while \(g\) rises from 0.0021 to 0.0039. The wave already outruns nearly all ions, so electrons supply the damping. On the computed grid the maximum lies at \(k\lambda_{De}\approx0.72\), with neighbouring points about 0.01 away. Restoring the factor \(1+\alpha\mu\) changes the peak condition to

\[
1+\frac{\mu(1-\alpha)}{1+\alpha\mu}=\frac{3X}{1+X}.
\]

With \(\mu=0.2735\) and \(\alpha=0.875\), the left side is 1.028. Thus \(X=0.521\) and \(k\lambda_{De}=0.722\), slightly above 0.707 and in agreement with the computed maximum within the grid spacing.

**Light negative ions.** Take SF₅⁺ (127.06 u) and F⁻ (18.998 u), \(T_e=0.3\) eV, and the afterglow values of the other inputs. Raising \(\alpha\) from 0 to 0.02 raises the phase speed from 517.9 to 524.5 m/s, yet \(g\) doubles from 0.033 to 0.068. Here \(\mu=6.69\) and \(u^2=5.89\) at \(\alpha=0\). The ratio of the F⁻ to SF₅⁺ terms in \(g_i\) is

\[
0.02\,\mu^{-1/2}e^{u^2(1-1/\mu)}\approx1.2 .
\]

Two percent of fluoride damps the wave about as much as all the positive ions. This root does not remain the fast mode. Continued further, its phase speed turns back, to 511, 454 and 386 m/s at \(\alpha=0.1\), 0.2 and 0.5, while \(g\) grows to 0.52. At \(\alpha=0.2\) the least damped root found is a different one, with 947 m/s and \(g=0.18\). Continuation follows one root faithfully, but that root can cease to be the least damped without any collapse of the step length, so the root count must be repeated along the path.

## Use for real afterglows

The Ar/SF₆ parameters are rough values for the late afterglow of a pulsed etching plasma, when electrons have cooled and attached. Real SF₆ plasmas contain several ion species. In the Ar⁺ wave at \(\alpha=0.5\), the same ratio with \(\mu=2.10\) shows that adding F⁻ at 2% of \(n_+\) would increase the ion resonance term by about 37% at fixed phase speed. The root itself also moves: with F⁻ replacing electrons, its \(g\) rises only from 0.0254 to 0.0279, or about 10%. Ion composition should therefore be settled before small changes in damping are interpreted.

Collisions set another limit. At 1 mTorr and a gas temperature of 0.03 eV, a rough cross-section of \(10^{-18}\ \mathrm{m^2}\) times gas density and mean relative speed gives \(\nu_{in}=1.7\times10^4\ \mathrm{s^{-1}}\). Friction changes \(\omega^2\) to \(\omega(\omega+i\nu_{in})\) for cold ions, hence adds \(\nu_{in}/2\) to the damping rate. For Coulomb collisions between ions, the standard estimate

\[
\nu_{ii}=\frac{n_+e^4\ln\Lambda}{12\pi^{3/2}\epsilon_0^2m_+^{1/2}T_+^{3/2}},\qquad
\Lambda=\frac{12\pi\epsilon_0T_+}{e^2}\sqrt{\frac{\epsilon_0T_+}{n_+e^2}}
\]

gives \(1.15\times10^4\ \mathrm{s^{-1}}\). The field drives the two ion species in opposite directions, so when their densities are similar, friction between them damps the wave at a rate of order \(\nu_{ii}\). At \(\alpha=0.9\), \(\nu_{in}/(2\omega_r)=0.0014\) and \(\nu_{ii}/\omega_r=0.0019\), against a Landau value of 0.0020. At this pressure the collisionless result is adequate for the strong damping at small \(\alpha\), while at large \(\alpha\) it is one contribution among several of similar size. Since \(\nu_{in}\) is proportional to gas pressure at fixed gas temperature, the comparison must be repeated for plasmas run at higher pressure.

The wave must also be small. An ion near the bottom of a potential well of amplitude \(\phi\) oscillates at \(k\sqrt{e\phi/m_+}\). Linear damping requires this to be below \(|\omega_i|\), so \(\phi\) must lie well below \(m_+(\omega_i/k)^2/e=2.4\) mV at \(\alpha=0\). Above that scale, trapped ions flatten the distribution at the phase speed, and a root of \(D\) no longer describes the decay. This limit does not carry over to large \(\alpha\). At \(\alpha=0.9\) electrons supply the damping, and the same criterion with \(m_e\) and the smaller \(\omega_i\) gives only about \(5\times10^{-11}\) V without collisions. Collisions that scatter electrons out of resonance raise this limit, so they must be estimated before the linear electron damping is applied to a measured wave.
